# Choosing the difference step for a thermodynamic factor from noisy data

## A cubic with two noisy readings

Suppose that a function is \(f(x)=Mx^3/6\), with \(M>0\), and that its slope at \(x=0\) is wanted. The slope is zero. An observer who does not know this reads the function at \(x=h\) and \(x=-h\), with errors \(e_+\) and \(e_-\), and forms the central difference

\[
D(h)=\frac{(Mh^3/6+e_+)-(-Mh^3/6+e_-)}{2h}
=\frac{Mh^2}{6}+\frac{e_+-e_-}{2h}.
\]

Since the true slope is zero, all of \(D\) is error. The first part comes from the curve and falls as the step shrinks. The second comes from the readings and grows as the step shrinks. If neither reading is wrong by more than \(\sigma\), then \(|e_+-e_-|\le2\sigma\), and the second part is at most \(\sigma/h\) in size.

The naive scheme takes the smallest step available, because a derivative is a limit \(h\to0\). That is sound for a function known without error. Here it sends the error limit to infinity. The opposite choice, a very wide step, suppresses the reading errors but measures the slope of a chord instead of a tangent. The step has to be designed from both terms.

## The quantity wanted

Diffusion is driven by the gradient of chemical potential, while Fick's law is written with the gradient of composition. The thermodynamic factor converts one into the other. Take a fully dissociated 1:1 electrolyte of molality \(m\), with \(m\) inside a logarithm understood as its value in mol/kg. The two ions together contribute \(RT\ln(m\gamma_+)+RT\ln(m\gamma_-)=2RT\ln(m\gamma_\pm)\), where the mean ionic activity coefficient is defined by \(\gamma_\pm^2=\gamma_+\gamma_-\). Writing \(\gamma\) for \(\gamma_\pm\), the electrolyte has

\[
\mu=\mu^\circ+2RT\ln(m\gamma).
\]

At fixed temperature and pressure, differentiation with respect to \(\ln m\) gives

\[
\frac{d\mu}{d\ln m}=2RT\,\Phi,\qquad
\Phi=1+\frac{d\ln\gamma}{d\ln m}=1+m\frac{d\ln\gamma}{dm}.
\]

The last form uses \(d\ln m=dm/m\). If the flux is \(J=-uc\,\partial\mu/\partial z\), with mobility \(u\) and concentration \(c\), then

\[
J=-2RTu\,\Phi\,\frac{c}{m}\frac{\partial m}{\partial z}.
\]

The diffusion coefficient belonging to this gradient, \(c\,\partial\ln m/\partial z\), is \(2RTu\Phi\). For Fick's law written with \(\partial c/\partial z\), \(\Phi\) must be multiplied by \(d\ln m/d\ln c\), which for HCl near 1 mol/kg exceeds one by roughly 2 to 3 %. A solution that is ideal on the molality scale, with \(\gamma=1\), has \(\Phi=1\). A value above one means that the departure from this ideal strengthens the drive to level out a composition difference. The mobility may also depend on composition, and \(\Phi\) says nothing about that.

Let \(f(m)=\ln\gamma(m)\), let \(y(m)\) be its measured value, and let \(m_0\) be the target molality. The task is to find \(f'(m_0)\). An error \(\delta\) in this slope becomes an error \(m_0\delta\) in \(\Phi\). As \(m_0\) is fixed, the step that minimises one error limit minimises the other.

## From the cubic to a general curve

Assume that \(f\) has a continuous third derivative for \(|m-m_0|\le H\), that \(|f'''|\le M\) there, and that \(0<h\le H\). Assume also that the molalities are known without error; this is relaxed below. Taylor's theorem with remainder gives

\[
f(m_0\pm h)=f(m_0)\pm hf'(m_0)+\frac{h^2}{2}f''(m_0)
\pm\frac{h^3}{6}f'''(\xi_\pm),
\]

where \(\xi_+\) and \(\xi_-\) lie between \(m_0\) and the respective data points. On subtraction the constant and quadratic terms cancel. Division by \(2h\) leaves

\[
\frac{f(m_0+h)-f(m_0-h)}{2h}
=f'(m_0)+\frac{h^2}{12}\left[f'''(\xi_+)+f'''(\xi_-)\right].
\]

The bracket is at most \(2M\) in size, so the truncation error is at most \(Mh^2/6\). Adding the reading errors by the triangle inequality gives

\[
|D(h)-f'(m_0)|\le B(h),\qquad
B(h)=\frac{\sigma}{h}+\frac{Mh^2}{6}.
\]

The opening cubic reaches this limit when \(e_+=\sigma\) and \(e_-=-\sigma\). Hence no smaller limit can follow from \(\sigma\) and \(M\) alone. Adding linear and quadratic terms to the cubic changes nothing, because the central difference treats both correctly.

## The step that minimises the bound

For fixed \(\sigma>0\) and \(M>0\),

\[
B'(h)=-\frac{\sigma}{h^2}+\frac{Mh}{3},\qquad
B''(h)=\frac{2\sigma}{h^3}+\frac{M}{3}>0.
\]

The positive second derivative makes the stationary point the unique minimum. Setting \(B'=0\) and multiplying by \(h^2\) gives \(Mh^3/3=\sigma\), so

\[
h_*=\left(\frac{3\sigma}{M}\right)^{1/3}.
\]

To find the least bound, insert \(Mh_*^3=3\sigma\) into the truncation term:

\[
\frac{Mh_*^2}{6}=\frac{Mh_*^3}{6h_*}=\frac{\sigma}{2h_*},
\qquad B(h_*)=\frac{3\sigma}{2h_*}=\frac12(9M\sigma^2)^{1/3}.
\]

The last form follows from cubing: \((3\sigma/2h_*)^3=(27\sigma^3/8)(M/3\sigma)=9M\sigma^2/8\).

At the best step the data term is twice the truncation term. Making the two equal is a different rule: it gives \(h^3=6\sigma/M\), the step one would get by using \(M/2\) in place of \(M\).

For a cubic with \(M=0.8\) and \(\sigma=0.002\) in dimensionless units, the formula gives \(h_*=0.19574\). A numerical search over the step, using the worst actual error for all extreme signs of the reading errors, found the same step and a least error of 0.015326. With \(M\) fixed, the least bound varies as \(\sigma^{2/3}\): readings eight times better reduce it only fourfold. The search confirmed this ratio.

Two limits deserve attention. If \(M\to0\) on the window, the curve is at most quadratic there, truncation disappears, and the widest permitted step \(h=H\) is best. The same choice applies whenever \(h_*>H\), since \(B\) decreases all the way up to \(h_*\). If \(\sigma\to0\), then \(h_*\to0\) and the naive scheme is recovered.

## When sigma is a standard deviation

The term \(\sigma/h\) requires a hard limit on each error. Suppose instead that the errors are independent, with zero mean and standard deviation \(s\). Their difference has variance \(2s^2\), so the data part of \(D\) has variance \(2s^2/(4h^2)=s^2/(2h^2)\). If \(f'''\) is constant with magnitude \(M\), the truncation error is a fixed offset. Its cross term with the zero-mean noise averages to zero, and the mean square error is

\[
Q(h)=\frac{s^2}{2h^2}+\frac{M^2h^4}{36}.
\]

Its derivative vanishes when \(s^2/h^3=M^2h^3/9\), hence \(h^6=9s^2/M^2\) and

\[
h=\left(\frac{3s}{M}\right)^{1/3}.
\]

The formula has the same form, but its input has another meaning. At this step \(M^2h^4=9s^2/h^2\), so \(Q=s^2/(2h^2)+s^2/(4h^2)=3s^2/(4h^2)\). The root-mean-square error is therefore \((\sqrt3/2)s/h\). For \(s=0.002\) and \(M=0.8\), simulated normal errors gave 0.008841 at the formula's step, and a search placed the minimum at 0.1957. This is a typical error, while 0.015326 is a guaranteed limit for errors bounded by 0.002; the two should not be interchanged.

Neither description removes a systematic drift. A reading error \(\alpha(m-m_0)\) adds \(\alpha\) to the measured slope at every step. The bound \(B\) still covers such a drift if the total error stays within \(\sigma\) at both points; the mean square formula does not include it.

## The missing third derivative

The design now has a gap: the step needs \(M\), but \(f\) is unknown. One might take a third difference of the same data,

\[
T(k)=\frac{y(m_0+2k)-2y(m_0+k)+2y(m_0-k)-y(m_0-2k)}{2k^3}.
\]

Its reading error can be as large as \((1+2+2+1)\sigma/(2k^3)=3\sigma/k^3\). At \(k=h_*\), the relation \(h_*^3=3\sigma/M\) turns this into \(M\) itself. Thus, at the step best for the slope, the possible noise in the third difference is as large as the bound it was meant to supply. A wider \(k\) reduces that noise, but the third difference also has a truncation error, which in general grows with \(k\).

A rough \(M\) is enough for choosing the step, however. Suppose \(qM\) is used where \(M\) is correct. The chosen step is \(rh_*\) with \(r=q^{-1/3}\), and

\[
B(rh_*)=\frac{\sigma}{rh_*}+r^2\frac{Mh_*^2}{6}
=\frac{\sigma}{h_*}\left(\frac1r+\frac{r^2}{2}\right).
\]

Dividing by \(B(h_*)=3\sigma/(2h_*)\) and using \(r^3=1/q\),

\[
\frac{B(rh_*)}{B(h_*)}=\frac{2+r^3}{3r}
=\frac{q^{1/3}}{3}\left(2+\frac1q\right).
\]

Halving \(M\) costs 5.8 % of the least bound; doubling it costs 5.0 %. The first figure is also the cost of making the two error terms equal. This tolerance concerns the choice of step. The value quoted as an error limit still needs an \(M\) that is not too small.

A smooth fit can supply the estimate. For an electrolyte, \(\ln\gamma\) vanishes at infinite dilution and starts in proportion to \(\sqrt m\), which suggests

\[
\ln\gamma\simeq am^{1/2}+bm+cm^{3/2}.
\]

The third derivative of \(m^{1/2}\) is \(\frac12(-\frac12)(-\frac32)m^{-5/2}=\frac38m^{-5/2}\). That of \(m^{3/2}\) is \(\frac32\cdot\frac12(-\frac12)m^{-3/2}=-\frac38m^{-3/2}\), and the linear term gives zero. Therefore

\[
f'''_{\rm fit}(m)=\frac38\left(am^{-5/2}-cm^{-3/2}\right).
\]

The largest magnitude on the window is taken as \(M\). The fit sets the step and the conditional error limit, while the slope itself still comes from the data.

## The resulting algorithm

1. Obtain a hard limit \(\sigma\) for the errors in \(\ln\gamma\), and choose a window \(H\) that stays within the data.
2. Fit the smooth form and take \(M\) as the largest \(|f'''_{\rm fit}|\) on the window.
3. Compute \(h_*=(3\sigma/M)^{1/3}\).
4. On a uniform grid that contains \(m_0\), compare \(B\) at the two multiples of the spacing that enclose \(h_*\). Because \(B\) is convex with its minimum between them, no other multiple can be better. If \(h_*\) is below one spacing, take one spacing; if it is above the largest multiple that does not exceed \(H\), take that multiple.
5. Form \(D(h)\), then report \(\Phi=1+m_0D(h)\) with the conditional error limit \(m_0B(h)\).

## Synthetic HCl cell readings

Hydrochloric acid suits the example because a cell with a hydrogen electrode and a silver/silver-chloride electrode responds to both its ions. The cell reaction is \(\tfrac12\mathrm{H_2}+\mathrm{AgCl}\to\mathrm{Ag}+\mathrm{H^+}+\mathrm{Cl^-}\), with one electron transferred. Since \(a_{\rm H}a_{\rm Cl}=(m\gamma)^2\), the Nernst equation is

\[
E=E^\circ-\frac{2RT}{F}\ln(m\gamma)+\frac{RT}{2F}\ln\frac{p}{p^\circ}.
\]

The hydrogen pressure \(p\) enters through the half molecule consumed, with hydrogen treated as an ideal gas. At \(p=p^\circ\), solving for \(\ln\gamma\) gives

\[
\ln\gamma=\frac{F(E^\circ-E)}{2RT}-\ln m,
\qquad \sigma=\frac{F\,\delta E}{2RT}.
\]

At 298.15 K, a voltage error of at most 0.10 mV gives \(\sigma=0.001946\). A constant error in \(E^\circ\) shifts both values of \(\ln\gamma\) equally and cancels from \(D\), although it changes the fit used for \(M\) and, if large enough, can push that \(M\) below the true maximum, so that the error limit is no longer guaranteed. In the example below this takes an \(E^\circ\) too high by about 5 mV.

The readings are synthetic. They follow

\[
\ln\gamma=-\frac{A\sqrt m}{1+B_0\sqrt m}+Cm,
\]

with \(A=1.2\) and \(B_0=1.5\), both in (kg/mol)\(^{1/2}\), and \(C=0.25\) kg/mol, plus uniformly distributed voltage errors within the stated limit. They run from 0.1 to 2.0 mol/kg in steps of 0.05 mol/kg. The target is \(m_0=1.2\) mol/kg, and \(H=0.3\) mol/kg.

The fit gives \(a=-0.9848\), \(b=0.9521\) and \(c=-0.1973\), in the corresponding powers of kg/mol. For these signs,

\[
|f'''_{\rm fit}|=\frac38m^{-5/2}(|a|-|c|m).
\]

Both factors are positive and decrease across the window, so the maximum is at its lower end, 0.9 mol/kg, where \(M=0.3939\) (kg/mol)\(^3\). Then

\[
h_*=\left(\frac{3\times0.001946}{0.3939}\right)^{1/3}
=0.2456\ \text{mol/kg}.
\]

The neighbouring grid steps are 0.20 and 0.25 mol/kg, with bounds 0.01236 and 0.01189 kg/mol. The second is chosen. The data at 0.95 and 1.45 mol/kg give

\[
D=\frac{-0.152418-(-0.238599)}{2\times0.25}
=0.1724\ \text{kg/mol},
\]

\[
\Phi=1+1.2\times0.1724=1.207,
\qquad m_0B=1.2\times0.01189=0.0143.
\]

The error limit is 1.2 % of \(\Phi\). With the smallest step, 0.05 mol/kg, the slope bound would be 0.03909 kg/mol, more than three times that of the chosen step.

## What the example does and does not show

The underlying curve has \(\Phi=1.2059\), so this data set happened to give an error of about 0.001, far below the limit. In 2000 repetitions with fresh noise, the algorithm chose 0.25 mol/kg every time, and the largest error in \(\Phi\) was 0.0108. All the errors stayed within their limits.

The limit was guaranteed to hold because the fitted \(M\) exceeded the true maximum on the window, 0.2857 (kg/mol)\(^3\). With real data that comparison is unavailable. A limit based on a fitted \(M\) therefore remains conditional on the fit not understating the third derivative.

The step with the least bound is not the step with the least actual worst error. At 0.25 mol/kg the actual worst slope error is 0.00910 kg/mol; at 0.30 mol/kg it is 0.00840 kg/mol. The reason is that the true third derivative at the target is only 0.1232 (kg/mol)\(^3\) in size, while \(M\) must also cover the lower end of the window, where the third derivative is larger. The overestimate by the fit strengthens the preference for the shorter step but is not needed for it: with the true maximum, 0.2857 (kg/mol)\(^3\), the bounds at 0.25 and 0.30 mol/kg would be 0.01076 and 0.01077 kg/mol, still just in favour of the shorter step. At 0.25 mol/kg the actual truncation error is \(0.00910-0.00778=0.00132\) kg/mol, against an allowance of 0.00410 kg/mol.

Differentiating the fit itself gives \(\Phi=1.2140\), an error of 0.0081. Most of this is a fixed bias of the three-term form: fitted to the noise-free curve, it still errs by 0.0071. The difference has a root-mean-square error of about 0.004 and, for this curve and noise level, is the closer of the two in about nine noise sets out of ten. Another fitting form could rank differently. The difference result has an error limit based on \(\sigma\) and \(M\); the derivative of the fit has no such limit here.

## Beyond the voltmeter

The parameters put \(\gamma\) at about 0.79 to 0.86 for the two data points used, in the rough regime of real aqueous HCl, where it is about 0.8 near 1 mol/kg. The resulting \(\Phi\) belongs to the model curve and is not a measured property of HCl; the real \(\gamma\) rises more steeply here and gives roughly 1.24, which differs from the model by more than the error limit. A real cell also breaks the assumption that the voltmeter is the only source of error.

If a solution has molality \(m(1+\varepsilon)\) but is recorded as \(m\), the apparent \(\ln\gamma\) changes by

\[
\ln(1+\varepsilon)+f(m+\varepsilon m)-f(m)
\simeq\varepsilon(1+mf')=\varepsilon\Phi.
\]

For \(\varepsilon=0.05\,\%\), the larger shift at the two data points is 0.000635. A pressure error of 1 Torr at \(p^\circ=760\) Torr changes \(\ln\gamma\) by \(\delta p/(4p^\circ)=0.000329\); the factor \(1/4\) is \(RT/(2F)\) multiplied by \(F/(2RT)\). A bath error \(\delta T\), with \(\gamma\) held fixed, changes \(\ln\gamma\) by \((\delta T/T)\ln(m\gamma)-F\,\delta T\,(dE^\circ/dT)/(2RT)\): the first part comes from the factor \(T\) in the Nernst equation, the second from \(E^\circ\). For 0.02 K and a rough slope of \(-0.6\) mV/K for \(E^\circ\), the larger shift at the two data points is 0.000248. Holding \(\gamma\) fixed drops a term \(\delta T\,d\ln\gamma/dT\), which for real HCl is a few times \(10^{-5}\) and larger than the first part, so this figure is only rough. A pressure error common to both readings cancels from \(D\), like an error in \(E^\circ\), and a common bath error nearly does. If the errors can differ from one reading to the next, in the worst case they add to the reading error:

\[
\sigma_{\rm all}=0.001946+0.000635+0.000329+0.000248=0.003158.
\]

With \(M\) held fixed, the best grid step becomes 0.30 mol/kg and the limit on the error of \(\Phi\) rises from 0.0143 to 0.0197. Keeping the step of 0.25 mol/kg would give 0.0201, so the change of step gains little; what matters is that the quoted limit uses the larger \(\sigma\).

The composition scale matters still more. With \(W\) the molar mass of water, the mole fraction of either ion is \(x=m/(2m+1/W)\). Hence \(\ln x=\ln m+\ln W-\ln(1+2mW)\), and

\[
\frac{d\ln x}{d\ln m}=1-\frac{2mW}{1+2mW}=\frac1{1+2mW}.
\]

The chemical potential does not depend on the variable used for composition. The activities on the two scales therefore differ only by a constant factor, which drops out of the logarithmic derivative, so

\[
\Phi_x=\frac{d\ln(m\gamma)}{d\ln x}=\Phi(1+2mW).
\]

For \(W=0.018\) kg/mol, the model value changes from 1.2059 to 1.2580. The difference, 0.0521, exceeds even the enlarged error limit. Each factor must be used with the gradient of its own composition variable.

## Dilute solutions need another variable

Near infinite dilution the leading term \(a\sqrt m\) has a third derivative proportional to \(m^{-5/2}\), and no finite \(M\) covers a window reaching \(m=0\). The remedy is to differentiate with respect to \(v=\sqrt m\). Since \(d\ln m=2\,dv/v\),

\[
\Phi=1+\frac v2\frac{d\ln\gamma}{dv}.
\]

The leading term is now linear in \(v\) and causes no truncation error. If \(M_v\) bounds the third derivative with respect to \(v\), the same argument gives \(h_v=(3\sigma/M_v)^{1/3}\), provided the data are spaced suitably in \(v\) and \(h_v<v\). The error limit for \(\Phi\) is \((v/2)(\sigma/h_v+M_vh_v^2/6)\). Because \(h_v<v\), its data part stays above \(\sigma/2\): the change of variable removes the truncation error of the leading term, but not the reading error.

The worked example above uses steps in \(m\) only; the procedure in \(v\) is derived here but not applied to data.

## Computed results

```
Cubic test: M = 0.8, sigma = 0.002 (dimensionless)
  best step, formula and search: 0.19574, 0.19574
  least worst error, search: 0.015326
  least error ratio for sigma and sigma/8: 4.0000
  best step for rms error, search: 0.1957
  rms error at the formula step: 0.008841
  bound penalty, M halved: 1.0583
  bound penalty, M doubled: 1.0499
Model A, B: 1.2, 1.5 (kg/mol)^0.5; C: 0.25 kg/mol
Temperature: 298.15 K; reading error: 0.10 mV
Rough E0: 0.22 V; rough slope of E0: -0.6 mV/K
Data: 0.1 to 2.0 mol/kg, spacing 0.05
Target molality: 1.2 mol/kg; window H: 0.3 mol/kg
sigma of ln gamma: 0.001946
Fit a, b, c: -0.9848, 0.9521, -0.1973 (powers of kg/mol)
M from fit: 0.3939 (kg/mol)^3
M of true curve: 0.2857 (kg/mol)^3
True third derivative at target: -0.1232 (kg/mol)^3
Third-difference noise, k = 0.25 mol/kg: 0.3736 (kg/mol)^3
Best continuous step: 0.2456 mol/kg
Chosen grid step: 0.25 mol/kg
Step (mol/kg); then data term, truncation term, bound,
actual worst error (all kg/mol):
  0.05  0.03892  0.00016  0.03909  0.03897
  0.10  0.01946  0.00066  0.02012  0.01967
  0.15  0.01297  0.00148  0.01445  0.01344
  0.20  0.00973  0.00263  0.01236  0.01056
  0.25  0.00778  0.00410  0.01189  0.00910
  0.30  0.00649  0.00591  0.01240  0.00840
ln gamma data at m0-h, m0+h: -0.238599, -0.152418
Slope from data: 0.17236 kg/mol; true: 0.17160
Phi from data: 1.2068; bound on its error: 0.0143
Phi of true curve: 1.2059; Phi from fit: 1.2140
Bound relative to Phi: 1.18 %
Repeated noise sets: 2000
  M from fit, range: 0.3921 to 0.3952 (kg/mol)^3
  chosen step, range: 0.25 to 0.25 mol/kg
  largest error of Phi: 0.0108
Added ln gamma error, weighing 0.05 %: 0.000635
Added ln gamma error, 1 Torr: 0.000329
Added ln gamma error, 0.02 K: 0.000248
sigma with all added errors: 0.003158
  grid step then: 0.30 mol/kg
  bound on Phi error then: 0.0197
Rounded molar mass of water: 0.018 kg/mol
Phi of true curve on ionic mole-fraction scale: 1.2580
  change of Phi with scale: 0.0521
```
